# Obara-Saika recurrences for overlap and multipole integrals from translational invariance

## The decision: which integrals to compute and keep

A program that needs dipole or quadrupole integrals between Gaussian basis functions must decide how to organize the work. It can evaluate each integral separately, or it can fill a small table in which each entry follows from entries of lower order. The second choice requires rules that say which lower entries are needed and with what factors. For a first moment between a $d$ and a $p$ function, for instance, are the overlaps sufficient, and which ones?

The Obara-Saika recurrences answer this. They follow from three facts: differentiating a Cartesian Gaussian with respect to its centre raises and lowers its power by one, moving everything in an integral together leaves the integral unchanged, and a factor $x-B$ can be rewritten as $(x-A)+(A-B)$.

## Functions and conventions

A primitive Cartesian Gaussian is a product of factors in $x$, $y$ and $z$. It is enough to study the $x$ factor,
$$
G_a(x;\alpha,A)=(x-A)^a e^{-\alpha(x-A)^2},
$$
with a real exponent $\alpha>0$, a real centre $A$ and an integer power $a\ge 0$. No normalization factor is included yet. A second function has exponent $\beta>0$, centre $B$ and power $b$. The overlap is
$$
S_{ab}=\int_{-\infty}^{\infty}G_a(x;\alpha,A)\,G_b(x;\beta,B)\,dx .
$$
Exponents and powers stay fixed whenever a centre is moved. We use
$$
p=\alpha+\beta,\qquad P=\frac{\alpha A+\beta B}{p},\qquad \mu=\frac{\alpha\beta}{p}.
$$
An integral with a negative index will always appear multiplied by zero, and is then simply absent.

## The centre derivative

The product rule gives two terms. The power contributes $-a(x-A)^{a-1}$, because the inner derivative of $x-A$ with respect to $A$ is $-1$. The exponential contributes $+2\alpha(x-A)$, because $\partial_A[-\alpha(x-A)^2]=2\alpha(x-A)$. Therefore
$$
\frac{\partial G_a}{\partial A}=2\alpha\,G_{a+1}-a\,G_{a-1}. \tag{1}
$$

For centres in any bounded range, this derivative is bounded by a polynomial times a decaying Gaussian. We may therefore differentiate under the integral:
$$
\frac{\partial S_{ab}}{\partial A}=2\alpha S_{a+1,b}-aS_{a-1,b},\qquad
\frac{\partial S_{ab}}{\partial B}=2\beta S_{a,b+1}-bS_{a,b-1}. \tag{2}
$$

## Translational invariance of the overlap

Move both centres by $t$. In the integral for $S_{ab}(A+t,B+t)$, substitute $x=x'+t$. Then $x-A-t=x'-A$ and $x-B-t=x'-B$, while the infinite limits do not change. Hence $S_{ab}(A+t,B+t)=S_{ab}(A,B)$. Differentiating at $t=0$ gives
$$
\left(\frac{\partial}{\partial A}+\frac{\partial}{\partial B}\right)S_{ab}=0 .
$$
With equation (2) this becomes
$$
2\alpha S_{a+1,b}+2\beta S_{a,b+1}=aS_{a-1,b}+bS_{a,b-1}. \tag{3}
$$

This is one equation for two raised integrals. A second comes from the identity $x-B=(x-A)+(A-B)$. Multiplying it by $G_aG_b$ and integrating, we find
$$
S_{a,b+1}=S_{a+1,b}+(A-B)S_{ab}. \tag{4}
$$

## The overlap recurrence

Insert (4) into (3):
$$
2\alpha S_{a+1,b}+2\beta S_{a+1,b}+2\beta(A-B)S_{ab}
=aS_{a-1,b}+bS_{a,b-1}.
$$
The first two terms add to $2pS_{a+1,b}$. Moving the third to the right and dividing by $2p$ gives
$$
S_{a+1,b}=-\frac{\beta}{p}(A-B)S_{ab}+\frac{1}{2p}\left(aS_{a-1,b}+bS_{a,b-1}\right).
$$
The prefactor is a distance to $P$, since
$$
P-A=\frac{\alpha A+\beta B-(\alpha+\beta)A}{p}=-\frac{\beta}{p}(A-B).
$$
The result is the Obara-Saika overlap recurrence,
$$
S_{a+1,b}=(P-A)S_{ab}+\frac{1}{2p}\left(aS_{a-1,b}+bS_{a,b-1}\right). \tag{5}
$$

To raise $b$ instead, put (5) into (4). The factors of $S_{ab}$ combine as $(P-A)+(A-B)=P-B$, so
$$
S_{a,b+1}=(P-B)S_{ab}+\frac{1}{2p}\left(aS_{a-1,b}+bS_{a,b-1}\right). \tag{6}
$$

If the centres coincide, then $P=A=B$ and the first term vanishes in both formulas. Each step then connects integrals whose total power differs by two. All overlaps with odd $a+b$ vanish, as they must for an odd integrand.

## The starting integral

The recurrence also fixes how $S_{00}$ depends on distance. Equation (2) with $a=b=0$, followed by (5), gives
$$
\frac{\partial S_{00}}{\partial A}=2\alpha S_{10}=2\alpha(P-A)S_{00}
=-\frac{2\alpha\beta}{p}(A-B)S_{00}=-2\mu(A-B)S_{00}.
$$
At fixed $B$ the solution is a constant times $e^{-\mu(A-B)^2}$. The constant is the value at $A=B$, where the integrand is $e^{-p(x-A)^2}$ and the integral is $\sqrt{\pi/p}$. Thus
$$
S_{00}=\sqrt{\frac{\pi}{p}}\;e^{-\mu(A-B)^2}. \tag{7}
$$

## Multipole moments: the operator has a centre too

Define the moment of order $e\ge0$ about a point $C$ by
$$
M^e_{ab}=\int_{-\infty}^{\infty}G_a(x;\alpha,A)\,(x-C)^e\,G_b(x;\beta,B)\,dx,
\qquad M^0_{ab}=S_{ab}.
$$
Here $e$ is an integer index, not a charge. These are moments of position; to obtain an electron's contribution to the electric dipole moment, the first moment must still be multiplied by the electron's negative charge.

The substitution used for the overlap now works only if $C$ moves with $A$ and $B$. The invariance condition is therefore
$$
\left(\frac{\partial}{\partial A}+\frac{\partial}{\partial B}+\frac{\partial}{\partial C}\right)M^e_{ab}=0. \tag{8}
$$
The new derivative is
$$
\frac{\partial}{\partial C}(x-C)^e=-e(x-C)^{e-1},
\qquad\text{so}\qquad
\frac{\partial M^e_{ab}}{\partial C}=-eM^{e-1}_{ab}.
$$
Together with (8), this says that moving the two functions while $C$ stays fixed changes the moment at the rate $+eM^{e-1}_{ab}$. For $e=1$ the rate is the overlap: displacing a distribution by $t$ changes its first moment by $t$ times its total weight.

Equation (1) supplies the other two derivatives, and (8) becomes
$$
2\alpha M^e_{a+1,b}-aM^e_{a-1,b}+2\beta M^e_{a,b+1}-bM^e_{a,b-1}-eM^{e-1}_{ab}=0.
$$
The identity behind (4) is unaffected by the factor $(x-C)^e$, so $M^e_{a,b+1}=M^e_{a+1,b}+(A-B)M^e_{ab}$. Inserting it gives
$$
2pM^e_{a+1,b}=-2\beta(A-B)M^e_{ab}+aM^e_{a-1,b}+bM^e_{a,b-1}+eM^{e-1}_{ab}.
$$
Divide by $2p$ and abbreviate the lower-order terms as
$$
L^e_{ab}=\frac{1}{2p}\left(aM^e_{a-1,b}+bM^e_{a,b-1}+eM^{e-1}_{ab}\right). \tag{9}
$$
Then
$$
M^e_{a+1,b}=(P-A)M^e_{ab}+L^e_{ab}. \tag{10}
$$

The other two recurrences follow by shifting the added factor. From $x-B=(x-A)+(A-B)$ and $x-C=(x-A)+(A-C)$,
$$
M^e_{a,b+1}=M^e_{a+1,b}+(A-B)M^e_{ab}=(P-B)M^e_{ab}+L^e_{ab}, \tag{11}
$$
$$
M^{e+1}_{ab}=M^e_{a+1,b}+(A-C)M^e_{ab}=(P-C)M^e_{ab}+L^e_{ab}. \tag{12}
$$
The three powers enter symmetrically: the bracket is common, and only the centre of the raised factor differs.

Two special cases of (12) give $P$ and $p$ a direct meaning. For $a=b=e=0$, $M^1_{00}=(P-C)S_{00}$, so $P$ is the centroid of the product of two $s$-type factors. For $C=P$ and $e=1$, $M^2_{00}=S_{00}/(2p)$, so $1/(2p)$ is the variance of that product along $x$.

## Filling the table, and three dimensions

Each recurrence expresses an integral of total order $a+b+e=N+1$ through integrals of orders $N$ and $N-1$. Repeated use therefore ends at $S_{00}$, which (7) supplies. Different routes to an entry agree in exact arithmetic, because each step is an identity for the same integral.

In three dimensions, the integral over primitives is the product of an $x$, a $y$ and a $z$ factor, each with its own centres and powers but with the same $\alpha$ and $\beta$. A contracted function is a fixed linear combination of primitives, so its integrals are the corresponding sums.

For normalization we need the overlap of a factor with itself. With $A=B$ and $\alpha=\beta$, the integrand depends on the powers only through $n=a+b$. Write $I_n=S_{n0}$. Since $p=2\alpha$ and $P=A$, equation (5) gives
$$
I_{n+1}=\frac{n}{4\alpha}I_{n-1}.
$$
Starting from $I_0=\sqrt{\pi/(2\alpha)}$ and taking $n=1,3,\ldots,2a-1$,
$$
S_{aa}=I_{2a}=\frac{(2a-1)!!}{(4\alpha)^a}\sqrt{\frac{\pi}{2\alpha}},\qquad (-1)!!=1. \tag{13}
$$
The normalization factor of a three-dimensional primitive is the inverse square root of the product of its three self-overlaps.

## Dependence on the moment origin

For a new origin $C'$, write $x-C'=(x-C)+(C-C')$ and expand:
$$
M^e_{ab}(C')=\sum_{k=0}^{e}\binom{e}{k}(C-C')^{e-k}M^k_{ab}(C).
$$
In particular,
$$
M^1_{ab}(C')=M^1_{ab}(C)+(C-C')S_{ab}. \tag{14}
$$
A first moment between two functions is thus independent of the origin only if their overlap vanishes. Otherwise a quoted value needs its origin.

## Where the derivation needs care

The argument requires all fixed points in the integrand to move together. Suppose the integrand contains another differentiable function $f(x)$, of at most polynomial growth together with its derivative, that stays in place. Substituting $x=x'+t$ turns $f(x)$ into $f(x'+t)$, so the displacement of $A$ and $B$ produces an additional integral containing $f'(x)$. The term $eM^{e-1}_{ab}$ is this contribution for $f(x)=(x-C)^e$. For a general $f$ it need not belong to the same family of integrals. The steps above then do not close the table by themselves; further integrals or further relations are needed.

The infinite range matters as well. On a finite interval the substitution moves the limits, and (3) acquires boundary terms.

Finally, an exact recurrence can still lose digits in floating-point arithmetic when its terms have opposite signs. The integral $S_{11}$ below shows a mild cancellation of this kind.

## Worked example: a $d_{xx}$ and a $p_x$ function

Take round model parameters in atomic units: a $d_{xx}$ primitive with $\alpha=0.5\ \mathrm{bohr}^{-2}$ at the origin, and a $p_x$ primitive with $\beta=1.5\ \mathrm{bohr}^{-2}$ at $(1.0,0.4,-0.8)$ bohr. Moments refer to $C=(0.25,-0.5,0)$ bohr. Then $p=2\ \mathrm{bohr}^{-2}$, $\mu=0.375\ \mathrm{bohr}^{-2}$ and $P=(0.75,0.3,-0.6)$ bohr.

Along $x$, the distances are $P-A=0.75$, $P-B=-0.25$ and $P-C=0.5$ bohr, and $1/(2p)=0.25\ \mathrm{bohr}^2$. An entry $M^e_{ab}$ has unit $\mathrm{bohr}^{a+b+e+1}$, omitted in the arithmetic. Values are rounded separately to five decimals, so the last digit of a sum may differ by one.

**Overlaps.** Equation (7) gives $S_{00}=\sqrt{\pi/2}\,e^{-0.375}=0.86139$. Then
$$
\begin{aligned}
S_{10}&=0.75(0.86139)=0.64604,\\
S_{01}&=-0.25(0.86139)=-0.21535,\\
S_{11}&=0.75(-0.21535)+0.25(0.86139)=0.05384,\\
S_{20}&=0.75(0.64604)+0.25(0.86139)=0.69988,\\
S_{21}&=0.75(0.05384)+0.25(-0.21535+0.64604)=0.14805.
\end{aligned}
$$
In $S_{11}$ the two terms are $-0.16151$ and $0.21535$, which largely cancel.

**First moment.** Equation (12) with $a=2$, $b=1$, $e=0$ needs three overlaps, none with powers above those of the two functions, which answers the opening question for the $x$ factor:
$$
M^1_{21}=0.5\,S_{21}+0.25(2S_{11}+S_{20})
=0.07403+0.20189=0.27591.
$$

**Second moment.** Two more first moments are required:
$$
\begin{aligned}
M^1_{11}&=0.5(0.05384)+0.25(-0.21535+0.64604)=0.13459,\\
M^1_{20}&=0.5(0.69988)+0.25(2)(0.64604)=0.67296.
\end{aligned}
$$
With $e=1$, the bracket now includes the operator-centre term $S_{21}$:
$$
M^2_{21}=0.5(0.27591)+0.25\left[2(0.13459)+0.67296+0.14805\right]=0.41051.
$$
Direct quadrature gives the same values for $S_{21}$, $M^1_{21}$ and $M^2_{21}$ to the digits shown.

**The operator-centre term.** The first moment can also be reached by raising $a$ from $M^1_{11}$. This route uses $M^1_{01}=0.10767$ and $M^1_{10}=0.53837$:
$$
M^1_{21}=0.75(0.13459)+0.25(0.10767+0.53837)+0.25\,S_{11}.
$$
The first two terms give $0.26245$; the last gives $0.01346$ and restores $0.27591$. Omitting it in this last step alone would make the integral too small by about 4.9% of its correct value. Omitting it in every step that raises $a$ or $b$ from $M^1_{00}=(P-C)S_{00}$ is far worse: the first moments then obey the overlap recurrence, so $M^1_{21}$ would come out as $(P-C)S_{21}=0.07403$, about 73% too small.

**Three dimensions.** The $y$ and $z$ factors are $s$-type overlaps, $1.18033$ and $0.98589$ bohr. The unnormalized overlap is
$$
0.14805\times1.18033\times0.98589=0.17228\ \mathrm{bohr}^6.
$$
From (13), the normalization factors are $0.48934\ \mathrm{bohr}^{-7/2}$ for $d_{xx}$ and $2.36621\ \mathrm{bohr}^{-5/2}$ for $p_x$. The normalized overlap is therefore $0.1995$.

Replacing $S_{21}$ by $M^1_{21}$ gives the normalized first $x$ moment, $0.3718$ bohr, or $0.1967$ Å. Replacing it by $M^2_{21}$ gives the second moment $xx$, $0.5531\ \mathrm{bohr}^2$. Along $y$ and $z$, (12) only multiplies the overlap by $P-C$, so these first moments are $0.8\times0.1995=0.1596$ bohr and $-0.6\times0.1995=-0.1197$ bohr.

If the origin is moved from $C$ to $A$, equation (14) changes the $x$ moment to
$$
0.37176+0.25\times0.19948=0.42163\ \mathrm{bohr}.
$$
The functions have not changed; the difference comes from their nonzero overlap.

The numerical check tests the recurrences against direct quadrature and compares the normalized $d$–$p$ overlaps, first moments and second moments with an independent integral code.

## Table of computed values

```
alpha, beta = 0.5, 1.5 bohr^-2
A = (0.0, 0.0, 0.0) bohr
B = (1.0, 0.4, -0.8) bohr
C = (0.25, -0.5, 0.0) bohr
p = 2.0000 bohr^-2, mu = 0.3750 bohr^-2
P = (0.7500, 0.3000, -0.6000) bohr
x: P-A = 0.7500, P-B = -0.2500, P-C = 0.5000 bohr
x-direction integrals M^e_ab, unit bohr^(a+b+e+1):
  a=0 b=0 e=0: 0.86138937
  a=1 b=0 e=0: 0.64604203
  a=0 b=1 e=0: -0.21534734
  a=1 b=1 e=0: 0.05383684
  a=2 b=0 e=0: 0.69987886
  a=2 b=1 e=0: 0.14805130
  a=1 b=0 e=1: 0.53836836
  a=0 b=1 e=1: 0.10767367
  a=1 b=1 e=1: 0.13459209
  a=2 b=0 e=1: 0.67296044
  a=2 b=1 e=1: 0.27591378
  a=2 b=1 e=2: 0.41050587
quadrature a=2 b=1 e=0: 0.14805130 bohr^4
quadrature a=2 b=1 e=1: 0.27591378 bohr^5
quadrature a=2 b=1 e=2: 0.41050587 bohr^6
M^1_21 without operator-centre term: 0.26245457 bohr^5
missing part: 0.01345921 bohr^5
y factor S_00 = 1.18032680 bohr, P-C = 0.8000 bohr
z factor S_00 = 0.98589182 bohr, P-C = -0.6000 bohr
3D unnormalized overlap = 0.17228353 bohr^6
norm of d_xx = 0.48933577 bohr^-3.5
norm of p_x = 2.36621477 bohr^-2.5
normalized overlap = 0.19948253 (no unit)
normalized first moment x about C = 0.37176290 bohr
normalized first moment y about C = 0.15958603 bohr
normalized first moment z about C = -0.11968952 bohr
first moment x about C = 0.19672846 angstrom
normalized second moment xx about C = 0.55311066 bohr^2
normalized first moment x about A = 0.42163354 bohr
largest rigid-shift derivative = 7.9e-14 (atomic units)
largest scaled recurrence residual = 3.7e-16
largest scaled table error = 1.3e-14
PySCF: 234 integrals, largest difference = 2.2e-16 (atomic units)
```
